# The total-pressure slope of a liquid with monomers and dimers in its vapour: test program

```python
"""Total-pressure slope of a liquid whose vapour holds monomers and dimers.

Result under test, along the saturation line of a pure liquid:
    k T^2 d ln P / dT = x1*dH1 + x2*dH2,
P  = p1 + p2, the precursor pressure; x1, x2 = mole fractions in the vapour;
dH = enthalpy to form one vapour particle (monomer, dimer) from the liquid.
The test model gets pressures from chemical potentials and enthalpies from
thermal mean energies. Units inside: eV, angstrom, K; pressure eV/angstrom^3.
"""
import numpy as np
from scipy import constants as const

K_B = const.k / const.e                     # eV/K
TORR = const.torr / const.e * 1e-30         # eV/angstrom^3 per Torr
KJ_MOL = const.e * const.N_A / 1000         # kJ/mol per eV
UNITS = np.array([1.0, 2.0])                # formula units per particle
MASS = 46 * const.atomic_mass               # kg, monomer of the test model
COHESION = 0.60                             # eV, depth of the liquid cell


def oscillator(quantum, temp):
    """Log partition sum and mean energy from an explicit sum over levels."""
    levels = quantum * np.arange(600)
    weights = np.exp(-levels / (K_B * temp))
    return np.log(weights.sum()), (levels * weights).sum() / weights.sum()


def gas_log_sums(temp, bond):
    """Log of the partition function per volume of monomer and dimer."""
    masses = MASS * UNITS
    trans = (2 * np.pi * masses * const.k * temp / const.h**2)**1.5 * 1e-30
    rotation = np.array([8.9e3, 9.0e4]) * (temp / 300)**1.5
    log_vib, _ = oscillator(0.020, temp)
    inner = np.array([0.0, 6 * log_vib + bond / (K_B * temp)])
    return np.log(trans * rotation) + inner


def liquid_free_energy(temp):
    """Helmholtz energy per formula unit of a cell liquid, six oscillators."""
    return -COHESION - 6 * K_B * temp * oscillator(0.010, temp)[0]


def saturated(temp, bond, v_liq=0.0, b_300=0.0):
    """Partial pressures and formation enthalpies at saturation.

    v_liq: liquid volume per formula unit; the gas has volume kT/P + B per
    particle with B = b_300*(300/T)^2, hence B - T dB/dT = 3B.
    """
    kt = K_B * temp
    b_gas = b_300 * (300 / temp)**2
    logs = gas_log_sums(temp, bond)
    total = 0.0
    for _ in range(100):
        mu_liquid = liquid_free_energy(temp) + total * v_liq
        partial = kt * np.exp(logs + (UNITS * mu_liquid - b_gas * total) / kt)
        total = partial.sum()
    dimer_energy = 6 * oscillator(0.020, temp)[1] - bond
    h_gas = 4 * kt + np.array([0.0, dimer_energy]) + 3 * b_gas * total
    h_liquid = -COHESION + 6 * oscillator(0.010, temp)[1] + total * v_liq
    return partial, h_gas - UNITS * h_liquid


def derivative(func, temp, step=0.05):
    return (func(temp + step) - func(temp - step)) / (2 * step)


def log_slope(pressure, temp):
    """k T^2 d ln(pressure)/dT by central difference, in eV."""
    return K_B * temp**2 * derivative(lambda t: np.log(pressure(t)), temp)


def vapour_potential(temp, total, bond):
    """Chemical potential per formula unit, dimerisation equilibrated."""
    g1, g2 = np.exp(gas_log_sums(temp, bond))
    density = total / (K_B * temp)
    activity = 2 * density / (g1 + np.sqrt(g1**2 + 4 * g2 * density))
    return K_B * temp * np.log(activity)


# Tests on the molecular model
dimer_trends = []
for bond in (0.62, 0.50):
    for temp in (280.0, 300.0, 340.0):
        p, dh = saturated(temp, bond)
        x = p / p.sum()
        mean = x @ dh

        def total_pressure(t):
            return saturated(t, bond)[0].sum()

        def dimer_fraction(t):
            part = saturated(t, bond)[0]
            return part[1] / part.sum()

        # each species separately, then the total
        for i in range(2):
            s_i = log_slope(lambda t: saturated(t, bond)[0][i], temp)
            assert abs(s_i / dh[i] - 1) < 1e-6
        assert abs(log_slope(total_pressure, temp) / mean - 1) < 1e-6

        # supply of formula units has its own weights
        supply = log_slope(lambda t: UNITS @ saturated(t, bond)[0], temp)
        assert abs(supply / ((UNITS * p) @ dh / (UNITS @ p)) - 1) < 1e-6

        # change of the dimer fraction along the saturation line
        trend = derivative(dimer_fraction, temp)
        rule = x[0] * x[1] * (dh[1] - dh[0]) / (K_B * temp**2)
        assert abs(trend / rule - 1) < 1e-5
        dissociation = 2 * dh[0] - dh[1]
        assert (trend > 0) == (dissociation < dh[0])
        dimer_trends.append(trend)

        # latent heat from entropies at fixed pressure
        fixed = p.sum()
        s_vap = -derivative(lambda t: vapour_potential(t, fixed, bond), temp)
        s_liq = -derivative(liquid_free_energy, temp)
        latent = temp * (s_vap - s_liq)
        assert abs(latent / (mean / (UNITS @ x)) - 1) < 1e-6

        # temperature dependence of the measured slope
        bend = derivative(lambda t: log_slope(total_pressure, t), temp, 0.5)
        own = derivative(lambda t: saturated(t, bond)[1], temp)
        spread = x[0] * x[1] * (dh[1] - dh[0])**2 / (K_B * temp**2)
        assert abs(bend - (x @ own + spread)) < 1e-7
        assert spread > 1e-6
assert min(dimer_trends) < 0 < max(dimer_trends)

# Clapeyron form with deliberately enlarged volume and gas imperfection
V_BIG, B_BIG = 1.0e4, -3.0e4                # angstrom^3
p, dh = saturated(300.0, 0.62, V_BIG, B_BIG)
x = p / p.sum()
density = p.sum() / (K_B * 300.0)
slope_real = log_slope(
    lambda t: saturated(t, 0.62, V_BIG, B_BIG)[0].sum(), 300.0)
denominator = 1 + B_BIG * density - (UNITS @ x) * V_BIG * density
assert abs(slope_real * denominator / (x @ dh) - 1) < 1e-6
assert abs(slope_real / (x @ dh) - 1) > 1e-3

# Worked example: round model parameters, pressures in Torr
T0 = 300.0
P0 = np.array([10.0, 35.0])
H_MONOMER, DISSOCIATION = 0.48, 0.62
H0 = np.array([H_MONOMER, 2 * H_MONOMER - DISSOCIATION])
NO_CP = np.zeros(2)
CP_OVER_K = np.array([-6.0, -11.0])         # rough heat-capacity differences
WITH_CP = CP_OVER_K * K_B


def example(temp, cp=NO_CP):
    """Partial pressures in Torr with dH(T) = H0 + cp*(T - T0)."""
    inverse = 1 / temp - 1 / T0
    exponent = -(H0 - cp * T0) * inverse / K_B + cp / K_B * np.log(temp / T0)
    return P0 * np.exp(exponent)


def mean_enthalpy(temp, cp=NO_CP):
    part = example(temp, cp)
    return part @ (H0 + cp * (temp - T0)) / part.sum()


def two_point(p_cold, p_hot, t_cold=290.0, t_hot=310.0):
    return -K_B * np.log(p_hot / p_cold) / (1 / t_hot - 1 / t_cold)


for cp in (NO_CP, WITH_CP):
    for temp in (290.0, 300.0, 310.0):
        measured = log_slope(lambda t: example(t, cp).sum(), temp)
        assert abs(measured / mean_enthalpy(temp, cp) - 1) < 1e-6

x0 = P0 / P0.sum()
n_mean = UNITS @ x0
h_mean = mean_enthalpy(T0)
latent0 = h_mean / n_mean
supply0 = (UNITS * P0) @ H0 / (UNITS @ P0)
cold, hot = example(290.0).sum(), example(310.0).sum()
fit = two_point(cold, hot)
assert min(H0) < fit < max(H0)
mixing_bend = x0[0] * x0[1] * (H0[1] - H0[0])**2 / (K_B * T0**2)
cp_bend = x0 @ WITH_CP

print("WORKED EXAMPLE (model liquid, round parameters)")
print(f"reference temperature: {T0:.0f} K")
print(f"monomer pressure: {P0[0]:.1f} Torr")
print(f"dimer pressure: {P0[1]:.1f} Torr")
print(f"total pressure: {P0.sum():.1f} Torr")
print(f"monomer formation enthalpy dH1: {H0[0]:.3f} eV")
print(f"dimer dissociation enthalpy D: {DISSOCIATION:.3f} eV")
print(f"dimer formation enthalpy dH2: {H0[1]:.3f} eV")
print(f"mole fractions x1, x2: {x0[0]:.4f}, {x0[1]:.4f}")
print(f"formula units per vapour particle: {n_mean:.4f}")
print(f"mean enthalpy = slope at 300 K: {h_mean:.4f} eV")
print(f"  the same: {h_mean * KJ_MOL:.2f} kJ/mol of vapour particles")
print(f"latent heat per formula unit: {latent0:.4f} eV")
print(f"  the same: {latent0 * KJ_MOL:.2f} kJ/mol of formula units")
print(f"slope of formula-unit supply: {supply0:.4f} eV")
for temp in (290.0, 300.0, 310.0):
    part = example(temp)
    print(f"{temp:.0f} K: p1 {part[0]:.3f}, p2 {part[1]:.3f}, "
          f"P {part.sum():.3f} Torr, x2 {part[1] / part.sum():.4f}, "
          f"mean dH {mean_enthalpy(temp):.4f} eV")
print(f"two-point slope, 290 to 310 K: {fit:.4f} eV")
print(f"change of slope by mixing: {mixing_bend * 1000:.3f} meV/K")

# Effects left out of the example; inputs are rough typical values
V_LIQ, B_REST, CARRIER, COOLING = 63.0, -1000.0, 760.0, 1.0
kt0 = K_B * T0
liquid_part = n_mean * V_LIQ * P0.sum() * TORR / kt0
gas_part = B_REST * P0.sum() * TORR / kt0
carrier_part = np.exp(UNITS * V_LIQ * CARRIER * TORR / kt0) - 1
fit_cp = two_point(example(290.0, WITH_CP).sum(),
                   example(310.0, WITH_CP).sum())
hot_cooled = example(310.0 - COOLING).sum()
fit_cooled = two_point(cold, hot_cooled)

print("NEGLECTED EFFECTS (rough inputs)")
print(f"heat-capacity differences: {CP_OVER_K[0]:.0f} k, "
      f"{CP_OVER_K[1]:.0f} k per monomer, dimer")
print(f"change of slope by heat capacities: {cp_bend * 1000:.3f} meV/K")
print(f"mean dH at 310 K with them: {mean_enthalpy(310.0, WITH_CP):.4f} eV")
print(f"P at 310 K with them: {example(310.0, WITH_CP).sum():.3f} Torr")
print(f"two-point slope with them: {fit_cp:.4f} eV")
print(f"liquid volume per formula unit: {V_LIQ:.0f} angstrom^3")
print(f"liquid volume / vapour volume: {liquid_part * 100:.4f} %")
print(f"remaining gas coefficient B: {B_REST:.0f} angstrom^3")
print(f"gas imperfection Z - 1: {gas_part * 100:.3f} %")
print(f"carrier pressure on the liquid: {CARRIER:.0f} Torr")
print(f"rise of p1, p2 by carrier: {carrier_part[0] * 100:.3f} %, "
      f"{carrier_part[1] * 100:.3f} %")
print(f"unnoticed cooling at the 310 K point: {COOLING:.1f} K")
print(f"pressure loss by cooling: {(1 - hot_cooled / hot) * 100:.2f} %")
print(f"two-point slope with cooling: {fit_cooled:.4f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
WORKED EXAMPLE (model liquid, round parameters)
reference temperature: 300 K
monomer pressure: 10.0 Torr
dimer pressure: 35.0 Torr
total pressure: 45.0 Torr
monomer formation enthalpy dH1: 0.480 eV
dimer dissociation enthalpy D: 0.620 eV
dimer formation enthalpy dH2: 0.340 eV
mole fractions x1, x2: 0.2222, 0.7778
formula units per vapour particle: 1.7778
mean enthalpy = slope at 300 K: 0.3711 eV
  the same: 35.81 kJ/mol of vapour particles
latent heat per formula unit: 0.2088 eV
  the same: 20.14 kJ/mol of formula units
slope of formula-unit supply: 0.3575 eV
290 K: p1 5.272, p2 22.239, P 27.510 Torr, x2 0.8084, mean dH 0.3668 eV
300 K: p1 10.000, p2 35.000, P 45.000 Torr, x2 0.7778, mean dH 0.3711 eV
310 K: p1 18.202, p2 53.496, P 71.698 Torr, x2 0.7461, mean dH 0.3755 eV
two-point slope, 290 to 310 K: 0.3710 eV
change of slope by mixing: 0.437 meV/K
NEGLECTED EFFECTS (rough inputs)
heat-capacity differences: -6 k, -11 k per monomer, dimer
change of slope by heat capacities: -0.852 meV/K
mean dH at 310 K with them: 0.3672 eV
P at 310 K with them: 71.328 Torr
two-point slope with them: 0.3713 eV
liquid volume per formula unit: 63 angstrom^3
liquid volume / vapour volume: 0.0162 %
remaining gas coefficient B: -1000 angstrom^3
gas imperfection Z - 1: -0.145 %
carrier pressure on the liquid: 760 Torr
rise of p1, p2 by carrier: 0.154 %, 0.309 %
unnoticed cooling at the 310 K point: 1.0 K
pressure loss by cooling: 4.44 %
two-point slope with cooling: 0.3534 eV
ALL CHECKS PASSED
```
